# Anomalous Hall Effect Without Net Magnetization in a Kagome Antiferromagnet

## What symmetry allows

In linear response at zero magnetic field, $J_i=\sigma_{ij}E_j$, with repeated indices summed. The Hall effect is the antisymmetric part of $\sigma_{ij}$. An antisymmetric $3\times3$ tensor has three independent components, so it can be written with a vector $\mathbf g$:

$$\sigma^{H}_{ij}=\epsilon_{ijk}g_k,\qquad \mathbf J^{H}=\mathbf E\times\mathbf g,\qquad g_z=\sigma^H_{xy}.$$

Let $R$ be a rotation, reflection or inversion. Since $R(\mathbf a\times\mathbf b)=\det(R)\,(R\mathbf a)\times(R\mathbf b)$,

$$R\mathbf J^H=(R\mathbf E)\times[\det(R)\,R\mathbf g].$$

Current and field are polar vectors, so the transformed crystal has the Hall vector $\det(R)R\mathbf g$: it is axial. Under time reversal $T$, Onsager reciprocity gives $\sigma_{ij}\to\sigma_{ji}$, which changes the sign of the antisymmetric part. Hence $\mathbf g$ is odd under $T$.

An operation that leaves the crystal and its magnetic order unchanged must leave $\mathbf g$ unchanged. With $\eta=-1$ if the operation contains $T$ and $\eta=+1$ otherwise,

$$\mathbf g=\eta\det(R)\,R\,\mathbf g\quad\text{for every operation of the magnetic point group.}$$

Averaging over the $N$ operations gives

$$\mathbf g=Q\mathbf g,\qquad Q=\frac1N\sum\eta\det(R)\,R .$$

Multiplying $Q$ by any one of its group matrices only reorders the sum, so $Q^2=Q$: it projects onto the permitted vectors. If $Q=0$, there is no anomalous Hall effect. Magnetization has not entered this condition.

## The belief and its appeal

The belief is that an anomalous Hall effect measures net magnetization, so an antiferromagnet cannot have one. Two facts support it.

First, magnetization $\mathbf M$ is also a $T$-odd axial vector. A group that permits $\mathbf g$ permits $\mathbf M$ in the same directions, and the two often appear together. But equal transformation rules do not make two quantities proportional, or make one vanish with the other.

Second, many antiferromagnets do have $\mathbf g=0$. If $T$ followed by a lattice translation restores the order, the translation does not act on a uniform vector, and $\mathbf g=-\mathbf g=0$. If $T$ followed by inversion restores it, inversion leaves an axial vector alone and again $\mathbf g=-\mathbf g$. What removes the effect is a symmetry, which the 120° order below need not have.

## A kagome layer with 120° order

The three sites of an upward triangle lie at angles $\varphi_i=90^\circ,210^\circ,330^\circ$ from its centre. The exchange field on site $i$ points along

$$\mathbf e_i=(\cos(\varphi_i+\alpha),\,\sin(\varphi_i+\alpha),\,0),\qquad \sum_i\mathbf e_i=0\ \text{ for every }\alpha .$$

Thus $\alpha=0$ is radial order and $\alpha=90^\circ$ tangential order. With $\mathbf d_{ij}=\mathbf r_j-\mathbf r_i$, the hopping amplitude from $j$ to $i$ and the exchange term are

$$-t+i\lambda\,\mathbf n_{ij}\cdot\boldsymbol\sigma,\qquad \mathbf n_{ij}=\hat{\mathbf z}\times\frac{\mathbf d_{ij}}{|\mathbf d_{ij}|},\qquad -J\,\mathbf e_i\cdot\boldsymbol\sigma .$$

Here $\mathbf n_{ij}$ is evaluated on upward triangles, and the same vector is used for the same pair of sublattices on downward triangles. The two bonds $\pm\mathbf d_{ij}$ then have equal amplitudes, and for $i\ne j$

$$H_{ij}(\mathbf k)=2\cos(\mathbf k\cdot\mathbf d_{ij})\,(-t+i\lambda\,\mathbf n_{ij}\cdot\boldsymbol\sigma).$$

The spin-orbit vector $\mathbf n_{ij}$ must transform as an axial vector. Inversion reverses the bond but not an axial vector, which is why equal vectors on the two triangles preserve inversion. Under a general $R$, $\hat{\mathbf z}\times\mathbf d$ becomes $(R\hat{\mathbf z})\times(R\mathbf d)$. A vertical mirror that maps upward triangles onto upward triangles keeps $\hat{\mathbf z}$ and is a symmetry of the coupling; there are three of these. The layer mirror $M_z$ reverses $\hat{\mathbf z}$ but not $\mathbf d$, so it is broken.

Now take the vertical mirror $M:x\to-x$. It moves a site from $\varphi_i$ to $\varphi_j=\pi-\varphi_i$. On axial vectors it acts as $\det(M)M=\mathrm{diag}(1,-1,-1)$, so an in-plane exchange field at angle $\theta$ turns to $-\theta$. The exchange field arriving at site $j$ has angle

$$-(\varphi_i+\alpha)=\varphi_j-\pi-\alpha\equiv\varphi_j+(\pi-\alpha)\pmod{2\pi}.$$

Thus $M$ takes $\alpha$ to $\pi-\alpha$, while $T$ takes $\alpha$ to $\alpha+\pi$. Each reverses $g_z$, so

$$\sigma_{xy}(\pi-\alpha)=-\sigma_{xy}(\alpha),\qquad \sigma_{xy}(\alpha+\pi)=-\sigma_{xy}(\alpha).$$

Tangential order is unchanged by $M$, and $g_z$ must vanish. Radial order is unchanged by the product $TM$; the two signs cancel and $g_z$ is permitted. The threefold axis, present in both, removes the in-plane components of $\mathbf g$. Both orders have 12 symmetry operations and both have $\sum_i\mathbf e_i=0$. They differ in whether these three vertical mirrors come with $T$.

Breaking $M_z$ matters too. On axial vectors $M_z$ acts as $\mathrm{diag}(-1,-1,1)$. It reverses the in-plane moments, and $T$ restores them. If the Hamiltonian is otherwise even under $M_z$, then $TM_z$ is a symmetry and $g_z=-g_z=0$ for every $\alpha$. This happens at $\lambda=0$, and also if the spin-orbit coupling contains $\sigma_z$ alone.

## From the bands to the current

Symmetry gives permission, not magnitude. Consider the intrinsic contribution, with equilibrium occupations $f_n$ and no impurity scattering. A weak force makes $k_x$ change slowly. Write the state, apart from a phase, as $|n\rangle+\sum_{m\ne n}c_m|m\rangle$. Projecting the Schrödinger equation onto $|m\rangle$ and dropping $\dot c_m$, which is of higher order in the slow drive, gives

$$i\hbar\dot k_x\langle m|\partial_x n\rangle=(E_m-E_n)c_m .$$

Differentiating $H|n\rangle=E_n|n\rangle$ with respect to $k_y$, projecting onto $|m\rangle$ and conjugating gives

$$\langle n|\partial_yH|m\rangle=(E_n-E_m)\langle\partial_y n|m\rangle .$$

The first-order velocity is therefore

$$\delta v_y=\frac2\hbar\,\mathrm{Re}\sum_{m\ne n}\langle n|\partial_yH|m\rangle c_m
=2\dot k_x\,\mathrm{Re}\Big[-i\sum_{m\ne n}\langle\partial_yn|m\rangle\langle m|\partial_xn\rangle\Big].$$

Use $\mathrm{Re}(-iz)=\mathrm{Im}\,z$. The missing term $m=n$ is a product of two imaginary numbers, hence real, and may be added to complete the sum:

$$\delta v_y=2\dot k_x\,\mathrm{Im}\langle\partial_yn|\partial_xn\rangle=\dot k_x\Omega_n,\qquad \Omega_n=-2\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle .$$

For charge $-e$, $\hbar\dot k_x=-eE_x$, and the current carries another factor $-e$. Thus $\sigma_{yx}=+(e^2/\hbar)\int f\Omega$, and antisymmetry gives

$$\sigma_{xy}=-\frac{e^2}{\hbar}\int\frac{d^2k}{(2\pi)^2}\sum_nf_n\Omega_n .$$

At one wavevector, direct time evolution under a slow force gives $\Omega=-0.8930\,a^2$, against $-0.8931\,a^2$ from the sum over states.

## The same zero sum, with and without a Hall effect

Take $t=0.5$ eV, $J=2t$, $\lambda=0.2t$, $k_BT=0.05t$ and lattice constant $a=5$ Å. These are round model parameters. The chemical potential is held at $3.10t$, where $|\sigma_{xy}|$ of radial order is largest on the scan. Turning all exchange directions rigidly gives:

| $\alpha$ | $\sigma_{xy}$ in $e^2/h$ |
|---|---|
| 0° | −0.99 |
| 30° | −0.99 |
| 60° | −0.93 |
| 90° | 0 |
| 150° | +0.99 |

The exchange directions sum to zero in every row. The effect vanishes where the mirror forbids it and changes sign beyond. It does not follow $\cos\alpha$, which would halve it at 60°. At $\alpha=0$ the cell holds 4.99 electrons and $|\sigma_{xy}|$ is close to one quantum; at this fixed chemical potential the count rises to 5.02 at $\alpha=90^\circ$. For radial order the chemical potential lies in a gap, from $3.03t$ to $3.28t$, above five bands with total Chern number $+1$. The small departure from one quantum is thermal.

A scan over chemical potential also gives zero, to rounding error, for tangential order and for both $M_z$-even cases. The scan maximum of $4.16\,e^2/h$ printed for $\alpha=45^\circ$ is a mesh artifact: on meshes shifted off the high-symmetry points, with 80, 130 and 200 points per side, the maximum is $0.99\,e^2/h$. For radial order at the chosen chemical potential, refining the mesh changes $\sigma_{xy}$ by less than 2%.

## Removing the magnetization itself

A defender of the belief can still object that a zero sum of exchange directions is not zero magnetization. The objection is correct. Radial order permits a magnetization along $z$, and spin-orbit coupling produces it. The exchange field is prescribed, not self-consistent: an isotropic local mean field would lie along the electron spin of each site, and at the compensating angle found below the two directions differ by about 6°. No moment is assigned to the source of this field, so the magnetization counted here is entirely electronic. Its spin part is $-\mu_B\langle\sigma_z\rangle$ per cell, taking $g=2$. Its orbital part is defined by $-\partial G/\partial B$, where $G$ is the grand potential and $B$ acts on the orbital motion. Per unit area it is evaluated from

$$M_{\rm orb}=\int\!\frac{d^2k}{(2\pi)^2}\sum_n\Big[f_nm_n+\frac e\hbar k_BT\,\Omega_n\ln\!\big(1+e^{(\mu-E_n)/k_BT}\big)\Big],$$

$$m_n=\frac e\hbar\,\mathrm{Im}\langle\partial_xn|(H-E_n)|\partial_yn\rangle .$$

The first term is the moment of each Bloch state; the second is the field-induced change in the density of states. I do not derive this formula here. It was tested against the definition, by differentiating $G$ in a real magnetic field for a canted order at $k_BT=0.2t$. The largest mismatch was $4\times10^{-7}\mu_B$ per cell, where the largest orbital moment was $0.056\,\mu_B$.

For radial order the total is

$$0.1728\,\mu_B-0.0076\,\mu_B=0.1652\,\mu_B\ \text{per cell}.$$

Now tilt every exchange direction out of the plane by the same angle $\beta$. This adds a $T$-odd axial vector along $z$, which the radial group already permits, so no symmetry is lost. At $\beta=\pm90^\circ$ the orders are opposite ferromagnets related by $T$, with opposite total moments. At nonzero temperature and fixed chemical potential the moment varies continuously with $\beta$, so it must vanish somewhere between.

It vanishes at $\beta=6.73^\circ$. There the spin moment is $-0.0096\,\mu_B$ and the orbital moment $+0.0096\,\mu_B$ per cell. The Hall conductivity is

$$\sigma_{xy}=-0.93\,\frac{e^2}{h}=-35.9\ \mu\mathrm S .$$

The whole electronic magnetization has been removed, yet $0.9266/0.9945=93\%$ of the Hall conductivity remains. The chemical potential still lies in a gap above five bands with total Chern number $+1$, so the missing part is thermal. This refutes the belief within the model. The zero is tuned, not enforced by symmetry: the canting is prescribed, and its energy cost was not considered. If separate localized moments also contributed, their magnetization would have to enter the sum, and the compensating angle would change.

## Why permission is not a guarantee

The converse belief, that magnetization ensures a Hall effect, fails as well. Take a ferromagnet along $z$ with $\lambda=0$. Spin up and spin down separate, and each block of $H(\mathbf k)$ is a real symmetric matrix. Its eigenvectors can be chosen real, so $\langle\partial_xn|\partial_yn\rangle$ is real and $\Omega_n=0$. At the same chemical potential the spin moment is $-1.27\,\mu_B$ per cell, while the computed Hall conductivity is zero throughout the scan.

The magnetic point group permits $g_z$ here. The obstruction is an additional symmetry: $T$ followed by a rotation of the spins alone by 180° about $x$. The pair restores the moments but reverses the orbital motion, and with it $\mathbf g$. Spin-orbit coupling ties spin rotations to the lattice and removes this freedom.

The condition is therefore necessary: the magnetic point group must permit a $T$-odd axial vector. When it does, a nonzero Hall effect is the generic outcome in a metal, barring additional symmetries of this kind and accidental cancellations. In an insulating layer at low temperature $\sigma_{xy}=-C\,e^2/h$, with $C$ the total Chern number of the filled bands, and $C$ can be zero without any symmetry forcing it. Impurity scattering can change the magnitude, but it obeys the same restriction if the disorder preserves the magnetic point group on average. The conductivities and moments behind these comparisons are in the numerical output below; the gap edges, the Chern numbers, the 6° angle, the electron count at $\alpha=90^\circ$ and the shifted-mesh maxima are not printed there.

## Computed results

```
Hopping t = 0.50 eV, lattice constant = 5.0 angstrom
Exchange J = 2.00 t, spin-orbit lam = 0.20 t, kT = 0.050 t
Chemical potential of largest |sigma_xy| = 3.10 t
Electrons per cell there = 4.9939
Length of summed moment directions, radial = 5.7e-16
Case: group order, z vector permitted (1/0), max |sigma_xy| (e^2/h)
  radial, alpha = 0           12  1  9.94e-01
  oblique, alpha = 45 deg      6  1  4.16e+00
  tangential, alpha = 90 deg  12  0  1.50e-13
  radial, no spin-orbit       24  0  2.06e-13
  radial, only lam_z = 0.2 t  24  0  1.10e-11
Rigid rotation alpha (deg): sigma_xy (e^2/h)
    0  -0.9945
   30  -0.9909
   60  -0.9322
   90  +0.0000
  150  +0.9909
  180  +0.9945
Berry curvature, sum over states = -0.8931 a^2
Berry curvature, from time evolution = -0.8930 a^2
Largest plaquette-flux mismatch of sigma_xy = 2.5e-02 e^2/h
Largest orbital moment in field test = 0.0557 mu_B per cell
Largest mismatch in field test = 4.2e-07 mu_B per cell
Radial order, beta = 0: spin moment = +0.1728 mu_B per cell
Radial order, beta = 0: orbital moment = -0.0076 mu_B per cell
Radial order, beta = 0: total moment = +0.1652 mu_B per cell
Radial order, beta = 0: sigma_xy = -0.9945 e^2/h
Canting that cancels the total moment = +6.730 deg
Compensated: spin moment = -0.0096 mu_B per cell
Compensated: orbital moment = +0.0096 mu_B per cell
Compensated: total moment = +1.7e-09 mu_B per cell
Compensated: sigma_xy = -0.9266 e^2/h
Compensated: sigma_xy = -35.896 microsiemens
Ferromagnet, no spin-orbit: spin moment = -1.2707 mu_B per cell
Ferromagnet, no spin-orbit: max |sigma_xy| = 0.0e+00 e^2/h
```
